# Why initial oxide lowers the log-log slope of parabolic oxidation

**Q:** I oxidise pre-oxidised nickel, measure the oxide thickness at several times, and plot its logarithm against the logarithm of time. Diffusion control means parabolic growth, and parabolic growth means a slope of one-half. If my slope is about one-third, surely diffusion control is ruled out?

**A:** What thickness do you plot, and what was it when the clock started?

**Q:** The total thickness, from cross-sections. It starts at about 10 µm, because of the pre-oxidation. But the rate law is about how the oxide grows. Why should the starting value matter to an exponent?

**A:** Because diffusion control fixes the growth rate at a given thickness. The exponent appears only after that rate has been integrated, and integration needs a starting value. Let us begin with the rate.

Take a flat, dense scale at constant temperature in a constant gas. Let \(x\) run from the metal to the gas, and let \(u\) be the logarithm of the local equilibrium oxygen pressure, which measures the oxygen activity, relative to its value at the metal side. In nickel oxide the growth is mainly carried by nickel moving outwards. The chemical potential of nickel falls where that of oxygen rises, so nickel moves towards larger \(u\). Counting the outward flux as positive,

\[
J=L(u)\,\frac{du}{dx},
\]

where \(L(u)\) is the local transport coefficient, with constant factors absorbed in it.

**Q:** That coefficient may change a great deal across the scale, since the number of nickel vacancies depends on the oxygen activity. Does that not spoil a simple law?

**A:** It changes the shape of the profile, but not the dependence on thickness. Assume that the scale stores few defects compared with the nickel that passes through it, so that the profile keeps up with the growth. Then \(J\) is the same at every \(x\). Multiply the flux equation by \(dx\) and integrate over the total thickness \(X\):

\[
J\int_0^X dx=\int_0^{u_g}L(u)\,du
\quad\Longrightarrow\quad
JX=\int_0^{u_g}L(u)\,du .
\]

Here \(u_g\) is the value at the gas side. If both faces are in local equilibrium, the right side is constant. If \(\Omega\) is the oxide volume formed per unit of transported matter, then

\[
\frac{dX}{dt}=\Omega J=\frac{k}{2X},
\qquad k=2\Omega\int_0^{u_g}L(u)\,du .
\]

The factor 2 is a convention. It makes \(k\) the slope of \(X^2\) against \(t\); some authors omit it, and their constant is half of this one.

I have assumed that the initial oxide conducts like the new oxide. The flux then depends on the whole thickness, whatever the date at which each part was formed.

**Q:** So I integrate this and get \(X^2=kt\).

**A:** With which lower limit?

**Q:** Zero thickness at zero time. No, my sample has \(X_0\) at zero time.

**A:** Then separate the variables and use the limits that your sample has:

\[
\int_{X_0}^{X}2X'\,dX'=\int_0^t k\,dt'
\quad\Longrightarrow\quad
X^2-X_0^2=kt .
\]

Thus

\[
X^2=X_0^2+kt .
\]

The kinetics are parabolic at every moment, since \(X\,dX/dt=k/2\) throughout. Yet \(X\) is not a power of \(t\) unless \(X_0=0\). Now find your slope.

**Q:** The local slope is

\[
n=\frac{d\ln X}{d\ln t}=\frac{t}{X}\frac{dX}{dt}.
\]

Putting in \(dX/dt=k/(2X)\) and then \(kt=X^2-X_0^2\), I get

\[
n=\frac{kt}{2X^2}=\frac12\left(1-\frac{X_0^2}{X^2}\right).
\]

That is below one-half at every finite time. So the low slope comes from the subtraction of \(X_0^2\), with no change in the mechanism.

**A:** Yes. It helps to define \(t_0=X_0^2/k\). Then \(X^2=k(t+t_0)\), and

\[
n=\frac{t}{2(t+t_0)} .
\]

For \(t\ll t_0\) this is approximately \(t/(2t_0)\): the oxide already present hardly thickens, and the plot is nearly flat. For \(t\gg t_0\) it is approximately \(\tfrac12(1-t_0/t)\), which approaches one-half from below.

The time \(t_0\) is what bare metal would need to grow \(X_0\) under the test conditions. It need not equal the duration of the pre-oxidation, which may have been done at another temperature.

**Q:** How long must I wait before the slope is close to one-half?

**A:** Solve the last equation for \(t\). Multiplying out gives \(2nt+2nt_0=t\), so

\[
t=\frac{2n}{1-2n}\,t_0 .
\]

For \(n=0.45\) the factor is \(0.90/0.10=9\). Let us put in rough values for nickel in air near 1100 °C: \(k=50\) µm²/h and your \(X_0=10\) µm. Then

\[
t_0=\frac{100}{50}=2\ \text{h},
\]

and the slope reaches 0.45 only at 18 h.

**Q:** What would a full set of readings look like?

**A:** These are calculated values, not measurements. Lengths are in µm and times in h.

| \(t\) | \(X\) | \(X^2\) | slope of \(X\) | slope of \(X-X_0\) |
|---:|---:|---:|---:|---:|
| 1 | 12.25 | 150 | 0.167 | 0.908 |
| 2 | 14.14 | 200 | 0.250 | 0.854 |
| 3 | 15.81 | 250 | 0.300 | 0.816 |
| 5 | 18.71 | 350 | 0.357 | 0.767 |
| 8 | 22.36 | 500 | 0.400 | 0.724 |
| 12 | 26.46 | 700 | 0.429 | 0.689 |
| 20 | 33.17 | 1100 | 0.455 | 0.651 |

At 1 h, for instance, \(X^2=100+50=150\), and \(n=50/(2\times150)=0.167\). At 20 h, \(n=1000/(2\times1100)=0.455\).

The thicknesses were obtained by solving the flux equation through the scale at each stage of growth, with \(L\) proportional to \(e^{u/6}\) and \(u_g=20\), and then advancing the thickness in time. The \(1/X\) law was not put in. The results agree with \(\sqrt{X_0^2+kt}\) to within one part in ten thousand, although \(L\) varies strongly across the scale.

**Q:** The local slope runs from 0.167 to 0.455. I would have noticed such a curve. My points looked straight.

**A:** Fit one line to these seven points by least squares on the logarithms. It gives

\[
X\approx 11.41\,t^{0.336},
\]

with \(X\) in µm and \(t\) in h. The squared correlation coefficient is 0.982. You could easily read that as a cubic law.

**Q:** I probably would have. Is there no sign that the line is wrong?

**A:** There is, in the residuals. At 1 h the line gives 11.41 µm instead of 12.25 µm, a shortfall of 6.8 % of the thickness, which is the largest misfit in the set. The true curve bends upwards, so it lies above the line at both ends and below it in the middle. With scattered readings this pattern can be hard to see, and a high correlation coefficient does not exclude it.

**Q:** Could the low slope come from something else in your calculation?

**A:** Change only the initial thickness, from 10 µm to 1 µm, and keep \(k\), the times and the fitting method fixed. The fitted slope becomes 0.497. In this model the 10 µm layer is therefore the cause. Alternatively, keep the original thicknesses and plot \(\ln X\) against \(\ln(t+t_0)\). From \(X^2=k(t+t_0)\),

\[
\ln X=\tfrac12\ln k+\tfrac12\ln(t+t_0),
\]

and the fitted slope is 0.500.

**Q:** Then I could subtract the initial thickness and plot \(\ln(X-X_0)\). That starts from zero, as a power law should.

**A:** Look at the last column of the table before you do.

**Q:** Those slopes are all above one-half! Now the data seem to lean towards a linear law.

**A:** Let \(\Delta X=X-X_0\). Since \(X_0\) is constant, \(d\Delta X/dt=k/(2X)\), and the slope is

\[
\frac{t}{\Delta X}\frac{d\Delta X}{dt}
=\frac{kt}{2X(X-X_0)}
=\frac{(X-X_0)(X+X_0)}{2X(X-X_0)}
=\frac12\left(1+\frac{X_0}{X}\right).
\]

I used \(kt=X^2-X_0^2\) and factorised it. At early times \(X\approx X_0\), the rate is nearly constant at \(k/(2X_0)\), and the slope is close to one. Later it falls towards one-half.

A balance that records the mass gained during the test follows \(\Delta X\), provided that no oxide is lost. The same sample can therefore give an exponent below one-half from cross-sections and above one-half from the balance. Subtracting \(X_0\) gives a curve that starts at zero, but it does not remove the resistance of the layer.

**Q:** Which plot should I use, then?

**A:** Start with \(X^2\) against \(t\). Under the assumptions so far it is straight, with slope \(k\) and intercept \(X_0^2\). For the calculated readings it returns 50 µm²/h and 10 µm. Measure \(X_0\) separately on an unexposed sample and compare it with the intercept. Otherwise \(X_0\) is just a free parameter that improves the fit.

You can also calculate the constant from separate intervals:

\[
k_{ab}=\frac{X_b^2-X_a^2}{t_b-t_a}.
\]

From 1 to 3 h this is \((250-150)/2=50\) µm²/h. From 12 to 20 h it is \((1100-700)/8=50\) µm²/h. The fitted power law would instead give 71.2 µm²/h in the first interval and 35.5 µm²/h in the second. The two descriptions look similar on logarithmic axes, but they predict clearly different interval constants.

A small relative error in \(X\) is doubled in \(X^2\), and the subtraction magnifies it further, so choose intervals over which the thickness changes substantially.

**Q:** So a slope below one-half, together with some initial oxide, shows that diffusion is in control.

**A:** No, that would be the opposite mistake. Suppose that a surface reaction adds oxide at a constant rate \(c\), whatever the thickness. Then \(X=X_0+ct\), and

\[
\frac{d\ln X}{d\ln t}=\frac{ct}{X_0+ct}=1-\frac{X_0}{X}.
\]

This is below one-half whenever \(X<2X_0\), with no diffusion control at all. The low slope by itself decides neither way. You must ask whether the rate falls with thickness as \(1/X\).

**Q:** My initial oxide was grown at a lower temperature. Its grains may be finer, and it may conduct better than the new oxide. Does the \(X^2\) plot still work?

**A:** Not necessarily. Suppose that the old layer keeps its thickness \(X_0\) and conducts \(s\) times as well as the new oxide at every oxygen activity. Its transport coefficient is then \(sL(u)\). In the old layer \(J\,dx/s=L\,du\), and in the new layer \(J\,dx=L\,du\). Adding the integrals over the two layers gives

\[
J\left(\frac{X_0}{s}+\Delta X\right)=\int_0^{u_g}L(u)\,du .
\]

The old layer acts like a thickness \(R=X_0/s\) of new oxide. Hence

\[
\frac{d\Delta X}{dt}=\frac{k}{2(\Delta X+R)} .
\]

Multiplying by \(2(\Delta X+R)\,dt\) and integrating from \(\Delta X=0\) at \(t=0\),

\[
\Delta X^2+2R\,\Delta X=kt .
\]

To see what happens to the \(X^2\) plot, write \(X=X_0+\Delta X\), square it, and replace \(\Delta X^2\) by \(kt-2R\Delta X\):

\[
X^2=X_0^2+2X_0\Delta X+\Delta X^2
=X_0^2+kt+2(X_0-R)\Delta X .
\]

The last term vanishes when \(R=X_0\), which is the earlier case. Otherwise it bends the plot.

**Q:** By how much, if the old layer conducts twice as well?

**A:** Then \(R=10/2=5\) µm. With \(k\) still 50 µm²/h for the new oxide, the total thickness is 13.66 µm at 1 h and 37.02 µm at 20 h. The interval constant falls from 72.8 µm²/h between 1 and 3 h to 58.8 µm²/h between 12 and 20 h. Diffusion controls the growth throughout, yet the \(X^2\) plot is curved.

The fitted log-log slope is 0.335, almost the same as before. That near-equality belongs to these numbers and this time window; it is not a general rule.

**Q:** Is there a plot that survives this complication?

**A:** Divide the growth equation by \(k\,\Delta X\):

\[
\frac{t}{\Delta X}=\frac{\Delta X}{k}+\frac{2R}{k}.
\]

Plot \(t/\Delta X\) against \(\Delta X\). The slope is \(1/k\) and the intercept is \(2R/k\). For this case the plot returns \(k=50\) µm²/h and \(R=5\) µm. With the constant-rate surface reaction, \(t/\Delta X=1/c\) and the line is horizontal. A positive slope by itself shows only that the mean growth rate \(\Delta X/t\) falls as oxide is added, which a surface reaction that weakens with time could also cause. Diffusion through the scale with constant \(k\) requires, in addition, that the line be straight. Even that is not proof. A surface reaction whose rate happened to fall with time as \(c/\sqrt{1+t/\tau}\), with \(\tau\) constant, would give \(t/\Delta X=1/c+\Delta X/(4c^2\tau)\), which is also a straight line, and a slowly falling \(k\) can leave the line nearly straight.

The intercept is less specific. Any other step that acts like a fixed extra thickness of oxide adds to it, so it does not identify the old layer unless \(X_0\) and its properties are known. A surface reaction acts in this way exactly only if its rate is proportional to the part of \(\int L\,du\) that it consumes; otherwise it can also bend the line and shift the fitted \(k\).

**Q:** Does an initial layer at least always push the slope of total thickness below one-half?

**A:** Not if it conducts poorly. From the two-layer law,

\[
n=\frac{kt}{2X(\Delta X+R)}
=\frac{\Delta X^2+2R\Delta X}{2(\Delta X+X_0)(\Delta X+R)} .
\]

This is below one-half when the numerator is smaller than \((\Delta X+X_0)(\Delta X+R)\). Expand that product and cancel \(\Delta X^2+R\Delta X\) from both sides. The condition is

\[
R\,\Delta X<X_0\Delta X+RX_0,
\quad\text{or}\quad
(R-X_0)\Delta X<RX_0 .
\]

It holds at all times if \(R\le X_0\), that is, if the old layer conducts at least as well as the new one. If \(R>X_0\), the slope exceeds one-half once \(\Delta X>RX_0/(R-X_0)\).

In the opposite limit, \(R\to0\), the layer offers no resistance and \(X=X_0+\sqrt{kt}\). The slope is then \(\tfrac12(1-X_0/X)\). It is still below one-half, merely because an inert thickness has been included in the total.

**Q:** How far can I trust all this for real nickel?

**A:** The value of \(k\) is a rough typical one, equal to \(1.4\times10^{-10}\) cm²/s; purity and oxide structure can change it considerably. A 10 µm initial layer is a deliberate pre-oxidation, far thicker than the film on nickel stored at room temperature. Such a thin film would have a negligible \(t_0\) here and could not explain a slope of one-third.

Among the departures that I have sized, grain growth in the oxide is the one that makes \(k\) itself fall. Let the grains be columns of width \(g\), with boundaries of width \(w\). The boundaries occupy a fraction of about \(2w/g\) of the area. If diffusion along them is \(r\) times faster than through the lattice, they add a relative contribution \(2wr/g\).

Assume \(w=1\) nm and \(r=1000\), and let \(g\) grow from 5 to 10 µm in 20 h, with \(g^2\) linear in time. The contribution falls from 0.4 to 0.2, so \(k\) falls by

\[
1-\frac{1.2}{1.4}=0.143,
\]

or 14.3 % of its initial value, which I hold at 50 µm²/h. The fitted slope becomes 0.322 instead of 0.336. Without any initial oxide, the same grain growth gives 0.485. For these assumed values it is a real departure from parabolic growth, but a much smaller influence on the slope than the initial layer. The assumption is mild, however. Tracer measurements on nickel oxide near 1100 °C suggest \(wr\) nearer 10 µm than 1 µm; the contribution then falls from 4 to 2, \(k\) falls by \(1-3/5=40\) %, and the fitted slopes are about 0.29 with the initial layer and 0.45 without it. A scale growing on bare metal also starts with much finer grains. If boundaries dominate and \(g\) grows in proportion to \(X\), then \(k\propto1/X\), \(dX/dt\propto1/X^2\), and the law is cubic. On real nickel, grain coarsening alone can therefore bring the slope near one-third while diffusion remains in control.

**Q:** And errors in the furnace run?

**A:** If the first 3 min are lost in heating, the fitted slope is 0.339. If the sample is 5 K too hot and the activation energy is roughly 2 eV, \(k\) rises by 6.3 %. This shortens \(t_0\), and the slope becomes 0.342. Neither error changes the reading of the data.

Oxygen supply can be compared with the demand. The initial growth rate is \(k/(2X_0)=50/20=2.5\) µm/h. Each mole of nickel oxide, about 11.2 cm³, needs half a mole of O₂. For air with an assumed stagnant layer of 1 cm and a gas diffusivity of 2 cm²/s, the initial demand is about 0.08 % of the largest flux that the layer can deliver. Transport in the gas is then unimportant, though this says nothing about the speed of the reaction at the oxide surface.

Cracking and spalling are outside the model. They can remove oxide or open short paths for the gas, and then neither \(X_0\) nor \(k\) keeps its meaning. On an alloy, the first oxide may also differ in composition from the later one, or be transformed during the test. The two-layer formula applies only while the old layer persists and its conductance factor stays constant.

**Q:** Suppose I find a low slope late in a long test. How do I decide whether the initial layer is thick enough to explain it?

**A:** If the old and new oxides conduct alike, rearrange the slope formula:

\[
\frac{X_0}{X}=\sqrt{1-2n}.
\]

At 20 h in the table, \(n=0.455\), so the required ratio is \(\sqrt{0.09}=0.30\). The actual ratio is \(10/33.17=0.30\), and the initial layer accounts for the slope. With real readings, remember that the required ratio is sensitive when \(n\) is close to one-half: here an error of 0.02 in \(n\) would move it to 0.22 or 0.36. Independent errors of 1 % in the 12 h and 20 h thicknesses already give about \(\sqrt2\times0.01/\ln(20/12)\approx0.03\) in \(n\). The required ratio is also smaller if the old layer conducts better than the new oxide. For \(s=2\) the two-layer slope is \(n=(1-X_0/X)/(2-X_0/X)\), which gives 0.165 at \(n=0.455\), and in the limit \(R\to0\) the ratio is \(1-2n=0.09\). Only if your measured ratio lies clearly below \(1-2n\) is the initial layer too thin whatever its conductance. Look then for a falling \(k\), loss of oxide, or another departure from the assumptions.

**Q:** Then my slope of one-third does not yet tell me the mechanism. I need the thickness of an unexposed sample, and I should replot the readings as \(X^2\) against \(t\) and as \(t/\Delta X\) against \(\Delta X\).

**A:** Yes. Use the local slope for the comparison with \(X_0/X\), since a single line fitted over the whole test mixes early and late behaviour. The numerical output lists the results of the worked examples; the constant-rate reaction, the poorly conducting layer and the inert layer were treated by algebra alone, and the case \(wr=10\) µm is not listed there.

## Calculated quantities

```
Inputs: k = 50 um^2/h, X0 = 10 um, T = 1373 K
k converted = 1.39e-10 cm^2/s
Log oxygen-pressure span in flux test = 20
Time offset t0 = X0^2/k = 2.00 h
t (h) | X (um) | X^2 (um^2) | slope of X | slope of X-X0
   1 |  12.25 |   150.0 | 0.167 | 0.908
   2 |  14.14 |   200.0 | 0.250 | 0.854
   3 |  15.81 |   250.0 | 0.300 | 0.816
   5 |  18.71 |   350.0 | 0.357 | 0.767
   8 |  22.36 |   500.0 | 0.400 | 0.724
  12 |  26.46 |   700.0 | 0.429 | 0.689
  20 |  33.17 |  1100.0 | 0.455 | 0.651
Time when slope of X reaches 0.45 = 18.0 h
Straight log-log fit, slope = 0.336
Straight log-log fit, prefactor at 1 h = 11.41 um
Straight log-log fit, R squared = 0.9819
Largest misfit of that line = 6.8 % of X
Slope against t + t0 = 0.500
X^2 against t: k = 50.00 um^2/h
X^2 against t: X0 = 10.00 um
Interval constant of data, 1-3 h = 50.0 um^2/h
Interval constant of data, 12-20 h = 50.0 um^2/h
Same for fitted power law, 1-3 h = 71.2 um^2/h
Same for fitted power law, 12-20 h = 35.5 um^2/h
Control, X0 = 1 um: fitted slope = 0.497
Old layer conducting 2 times better: R = 5.0 um
  X at 1 h and 20 h = 13.66, 37.02 um
  fitted log-log slope = 0.335
  interval constant, 1-3 h = 72.8 um^2/h
  interval constant, 12-20 h = 58.8 um^2/h
  t/gain plot: k = 50.00 um^2/h, R = 5.00 um
Grain growth 5 to 10 um in 20 h
  boundary width = 1 nm, D ratio = 1000
  fall of k over the test = 14.3 %
  fitted slope with X0 = 0.322
  fitted slope without X0 = 0.485
Heating loss 3 min: fitted slope = 0.339
Error 5 K at 2.0 eV: k up 6.3 %
  fitted slope = 0.342
Oxide molar volume = 11.2 cm^3/mol
Gas: D = 2.0 cm^2/s, stagnant layer = 1.0 cm
Initial O2 demand / gas supply limit = 0.083 %
```
